# Scattering rate and residual resistivity of the homogeneous Falicov-Kimball metal

## Problem

Spinless conduction electrons (operators \(c_i\)) move on a lattice and meet immobile \(f\) electrons, at most one per site:
\[
H=\sum_{ij}t_{ij}c_i^\dagger c_j+U\sum_i n_i^c n_i^f-\mu\sum_i n_i^c ,\qquad n_i^f=0\text{ or }1 .
\]
The phase is homogeneous: every site has the same mean occupation \(w_1=\langle n_i^f\rangle\), with no order among the \(f\) electrons. Let \(w_0=1-w_1\), and hold \(w_1\) fixed as the temperature \(T\) goes to zero. The self-energy \(\Sigma(\omega)\) is taken in dynamical mean-field theory (DMFT), where it is local. Energies \(\omega\) are measured from the Fermi level, all Green's functions are retarded, and the algebra uses atomic units, \(\hbar=e=1\).

(a) In a Fermi liquid at \(T=0\), \(\operatorname{Im}\Sigma(\omega)\) vanishes as \(\omega^2\) at the Fermi level. Does it vanish here? Find \(\operatorname{Im}\Sigma(0)\) and its dependence on \(U\) and \(w_1\).

(b) Does the resistivity vanish as \(T\to0\)? Evaluate it for a half-filled simple cubic lattice with nearest-neighbour hopping amplitude \(-t\), \(t=0.25\) eV, \(U=0.50\) eV, lattice constant \(a=4.0\) Å and \(w_1=1/2\).

## A first estimate by scaling

Each \(n_i^f\) commutes with \(H\), so the conduction electrons see a static potential \(V_i=Un_i^f\). Its mean \(w_1U\) shifts the band. Since \((n_i^f)^2=n_i^f\), its variance is
\[
U^2(w_1-w_1^2)=w_0w_1U^2 .
\]

Treat the sites as independent. The matrix element between two different Bloch states on \(N\) sites is \(N^{-1}\sum_i e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}V_i\), and its mean square is \(w_0w_1U^2/N\). If \(N_0\) is the bare density of states per site at the Fermi energy, there are \(N N_0\) final states per unit energy, and the golden rule gives
\[
\frac1\tau=2\pi w_0w_1U^2N_0 .
\]
With \(\gamma=-\operatorname{Im}\Sigma(0)\), the amplitude of a Bloch state decays as \(e^{-\gamma s}\) in time \(s\) and its probability as \(e^{-2\gamma s}\). Hence \(1/\tau=2\gamma\), and
\[
\gamma\approx\pi w_0w_1U^2N_0 .
\]
Nothing here depends on temperature. The scattering is elastic and needs no thermally excited partner.

For numbers, spread one state per site evenly over the cubic bandwidth \(12t=3\) eV, so that \(N_0\approx0.33\) eV\(^{-1}\). Then \(\gamma\approx\pi\times0.0625\times0.33\approx0.065\) eV.

For the resistivity use the Drude form \(\sigma\approx (N_0/a^3)\langle v_x^2\rangle\tau\). The velocity is \(v_x=2ta\sin k_xa\), whose mean square over the whole band is \(2t^2a^2\). With \(\tau=1/(2\gamma)\) the density of states cancels:
\[
\rho\approx\frac{a\,\gamma}{N_0t^2}\approx\pi w_0w_1\frac{U^2}{t^2}\,a .
\]
For \(U=2t\) and \(w_1=1/2\) this is \(\pi a\). In ordinary units \(a\) stands for \(\hbar a/e^2=164.33\) μΩ cm, so the estimate is about 516 μΩ cm.

The estimate assumes weak scattering and uses band averages. The full DMFT solution removes both assumptions.

## The self-energy

In DMFT one site is coupled to a bath through a hybridization function \(\Delta(\omega)\), which represents the rest of the lattice. Define
\[
x(\omega)=\omega+\mu-\Delta(\omega).
\]
Because \(n^f\) on this site is conserved, the site is a one-body problem for each of its two values. Its Green's function is \(1/x\) when the site has no \(f\) electron and \(1/(x-U)\) when it has one. The thermal average weights them with \(w_0\) and \(w_1\):
\[
G=\frac{w_0}{x}+\frac{w_1}{x-U}
=\frac{w_0(x-U)+w_1x}{x(x-U)}
=\frac{x-w_0U}{x(x-U)} .
\]
The self-energy follows from Dyson's equation, \(\Sigma=x-1/G\):
\[
\Sigma=x-\frac{x(x-U)}{x-w_0U}
=\frac{x(U-w_0U)}{x-w_0U}
=\frac{w_1U\,x}{x-w_0U} .
\]
Writing \(x=(x-w_0U)+w_0U\) in the numerator separates the mean potential:
\[
\Sigma=w_1U+\frac{w_0w_1U^2}{x-w_0U}. \tag{1}
\]
The lattice fixes \(x\) through the condition that \(G\) also equals the lattice average of \(1/(\omega+\mu-\Sigma-\varepsilon_{\mathbf k})\). At fixed \(w_1\) and \(\mu\), temperature enters none of these equations.

The imaginary part of (1) at the Fermi level is
\[
\operatorname{Im}\Sigma(0)=-\,w_0w_1U^2\,\frac{\operatorname{Im}x}{|x-w_0U|^2}. \tag{2}
\]
Its sign depends on \(\operatorname{Im}x=-\operatorname{Im}\Delta\), which is never negative because a bath can only broaden a level. The density of states is \(N(0)=-\operatorname{Im}G(0)/\pi\), so
\[
N(0)=\frac{\operatorname{Im}x}{\pi}\left[\frac{w_0}{|x|^2}+\frac{w_1}{|x-U|^2}\right].
\]
A metal has finite \(N(0)>0\), and therefore \(\operatorname{Im}x>0\). If \(U\neq0\) and \(0<w_1<1\), equation (2) is then strictly negative. It is also finite: \(|x-w_0U|\ge\operatorname{Im}x\) gives
\[
0<\gamma\le\frac{w_0w_1U^2}{\operatorname{Im}x}.
\]
This answers the first part of (a): \(\operatorname{Im}\Sigma(0)\) does not vanish, and the homogeneous metal is not a Fermi liquid. In a Fermi liquid an electron near the Fermi level decays by exciting other electrons, and the available energy limits the final states. Here it scatters elastically from a random static configuration, and final states exist at its own energy.

**Weak coupling.** Dyson's equation gives \(x=1/G+\Sigma\). To first order in \(U\), \(\Sigma=w_1U\), and \(G\) equals the bare function \(G_0\) at the shifted Fermi energy \(\tilde\mu=\mu-w_1U\), up to terms of order \(U^2\). Hence
\[
x-w_0U=\frac1{G_0}+(w_1-w_0)U+O(U^2),
\]
and expanding the inverse in (1),
\[
\Sigma=w_1U+w_0w_1U^2\left[G_0+(w_0-w_1)U\,G_0^2\right]+O(U^4). \tag{3}
\]
This requires \(G_0\) to be smooth at \(\tilde\mu\), so band edges are excluded, and so are van Hove singularities inside the band, such as those at \(\pm2t\) on the cubic lattice. Since \(\operatorname{Im}G_0=-\pi N_0\), the leading term is
\[
\operatorname{Im}\Sigma(0)=-\pi N_0\,w_0w_1U^2+O(U^3),
\]
which is the golden-rule result. At weak coupling \(\gamma\) is thus proportional to \(U^2w_1(1-w_1)\), with \(\pi N_0\) supplying the inverse energy.

## A closed form on the Bethe lattice

Take a Bethe lattice with \(Z\to\infty\) neighbours and hopping \(t_B/\sqrt Z\). Removing one site leaves its neighbours with the same local Green's function in this limit, so
\[
\Delta=Z\,\frac{t_B^2}{Z}\,G=t_B^2G .
\]
At \(U=0\) and band centre, \(G=1/(-t_B^2G)\), hence \(G=-i/t_B\) and \(N_0=1/(\pi t_B)\).

Let \(w_1=1/2\) and \(\mu=U/2\), and measure \(x\) from the mean potential, \(y=x-U/2\). Then
\[
G=\frac12\left[\frac1{y+U/2}+\frac1{y-U/2}\right]=\frac{y}{y^2-U^2/4},
\qquad y=\omega-t_B^2G . \tag{4}
\]
The band is symmetric, and the potentials \(\pm U/2\) are equally likely, so the averaged spectrum is even in energy. At \(\omega=i\eta\) with \(\eta>0\), \(G\) is therefore purely imaginary, and \(y=is\) with \(s>0\). Inserting this in (4) and dividing by \(s\),
\[
1=\frac{\eta}{s}+\frac{t_B^2}{s^2+U^2/4}.
\]
Now let \(\eta\to0\).

- If \(U<2t_B\), \(s\) cannot tend to zero, because the last term would then exceed 1 while \(\eta/s\) is positive. So \(\eta/s\to0\) and \(s^2=t_B^2-U^2/4\).
- If \(U>2t_B\), the last term is below 1 for every \(s\). Then \(\eta/s\) must stay finite, \(s\to0\), and \(N(0)=0\).

The metal thus ends at \(U=2t_B\). Inside it, \(x-w_0U=y=is\), and (1) gives
\[
\operatorname{Im}\Sigma(0)=-\frac{U^2/4}{\sqrt{t_B^2-U^2/4}} . \tag{5}
\]
For \(t_B=U=0.50\) eV this is \(-0.0625/\sqrt{0.1875}=-0.144\) eV.

The real part also departs from Fermi-liquid form. Differentiate (4) with respect to \(\omega\), using
\[
\frac{d}{dy}\,\frac{y}{y^2-U^2/4}=-\frac{y^2+U^2/4}{(y^2-U^2/4)^2}.
\]
At \(\omega=0\), \(y^2=-s^2\), so \(y^2-U^2/4=-t_B^2\) and \(y^2+U^2/4=U^2/2-t_B^2\). Therefore
\[
y'=1+\frac{U^2/2-t_B^2}{t_B^2}\,y'
\quad\Rightarrow\quad
y'=\frac{t_B^2}{2s^2}.
\]
Since \(\Sigma=U/2+(U^2/4)/y\),
\[
\Sigma'(0)=-\frac{U^2}{4}\frac{y'}{y^2}=\frac{U^2t_B^2}{8\,(t_B^2-U^2/4)^2}>0 .
\]
This is real, so it is the slope of \(\operatorname{Re}\Sigma\). For the numbers above it is 0.222. The expression \(1/(1-\Sigma')\), which in a Fermi liquid is the quasiparticle weight and lies between 0 and 1, equals 1.29. It has no such meaning here. Nor does \(|\operatorname{Im}\Sigma|\) grow away from the Fermi level in this example: it falls from 0.144 eV at \(\omega=0\) to 0.141 eV at \(\omega=0.1\) eV.

## The residual resistivity

For a given \(f\) configuration the conduction electrons have one-body states \(n\) with energies \(E_n\). Apply a field of amplitude \(F\) and frequency \(\Omega\) along \(x\). Its vector potential has amplitude \(F/\Omega\) and couples to the velocity, so each of the two exponentials \(e^{\pm i\Omega s}\) carries a perturbation of magnitude \(Fv_x/(2\Omega)\). By the golden rule the net absorbed power is
\[
P=\sum_{nm}\Omega\,(f_n-f_m)\,2\pi\frac{F^2}{4\Omega^2}\,|\langle m|v_x|n\rangle|^2\,\delta(E_m-E_n-\Omega),
\]
where \(f_n\) is the Fermi function at \(E_n\). Equate this to \(\tfrac12\sigma F^2\mathcal V\), with \(\mathcal V=Na^3\) the volume. As \(\Omega\to0\), \(f_n-f_m\to-\Omega f'(E_n)\), and
\[
\sigma=\frac{\pi}{\mathcal V}\int d\omega\,[-f'(\omega)]\,
\operatorname{Tr}\left[v_x\delta(\omega-H)v_x\delta(\omega-H)\right].
\]

The trace must be averaged over \(f\) configurations. Averaging each \(\delta(\omega-H)\) separately gives the spectral function
\[
A(\mathbf k,\omega)=-\frac1\pi\operatorname{Im}\frac1{\omega+\mu-\Sigma(\omega)-\varepsilon_{\mathbf k}} .
\]
What remains are vertex corrections, in which both factors scatter from the same site. In DMFT the vertex is local and independent of \(\mathbf k\), so each correction contains a sum over \(\mathbf k\) of \(v_x(\mathbf k)\) times two Green's functions. These depend on \(\mathbf k\) through \(\varepsilon_{\mathbf k}\), which is even, while \(v_x\) is odd. The sum is zero.

As \(T\to0\), \(-f'\) becomes a delta function. With \(v_x=2ta\sin k_xa\) and \(\langle\cdot\rangle\) the average over the Brillouin zone,
\[
\sigma_0=\frac{\pi}{a}\left\langle(2t\sin k_xa)^2A(\mathbf k,0)^2\right\rangle . \tag{6}
\]
At fixed \(\omega\), \(A\) is a Lorentzian in \(\varepsilon_{\mathbf k}\) of half-width \(\gamma\). It is positive, so \(\sigma_0>0\) and the resistivity is finite. It is at most \(1/(\pi\gamma)\), and \(\langle(2t\sin k_xa)^2\rangle=2t^2\), so
\[
\rho_0=\frac1{\sigma_0}\ge\frac{\pi\gamma^2}{2t^2}\,a>0 .
\]
The resistivity does not vanish as \(T\to0\), which answers the first part of (b).

**Weak scattering.** When \(\gamma\) is small compared with the band, \(A^2\) is a narrow peak of area
\[
\int d\varepsilon\,\frac{\gamma^2}{\pi^2(\varepsilon^2+\gamma^2)^2}=\frac{\gamma^2}{\pi^2}\,\frac{\pi}{2\gamma^3}=\frac1{2\pi\gamma}.
\]
At half filling with \(w_1=1/2\) it is centred at \(\varepsilon=0\) by symmetry. Equation (6) then needs the weight
\[
\Phi(\varepsilon)=\langle(\partial_\theta\varepsilon_{\mathbf k})^2\,\delta(\varepsilon-\varepsilon_{\mathbf k})\rangle,\qquad \theta=k_xa,
\]
at \(\varepsilon=0\). Because \(\partial_\theta\delta(\varepsilon-\varepsilon_{\mathbf k})=-(\partial_\theta\varepsilon_{\mathbf k})\,\delta'(\varepsilon-\varepsilon_{\mathbf k})\), an integration by parts over \(\theta\) gives
\[
\frac{d\Phi}{d\varepsilon}=\langle(\partial_\theta^2\varepsilon_{\mathbf k})\,\delta(\varepsilon-\varepsilon_{\mathbf k})\rangle
=\langle2t\cos\theta\;\delta(\varepsilon-\varepsilon_{\mathbf k})\rangle=-\frac{\varepsilon}{3}N_0(\varepsilon).
\]
The last step uses cubic symmetry: the three terms \(2t\cos\) sum to \(-\varepsilon_{\mathbf k}\). As \(\Phi\) vanishes above the band,
\[
\Phi(0)=\frac13\int_0^\infty\varepsilon N_0(\varepsilon)\,d\varepsilon=\frac{\langle|\varepsilon|\rangle}{6},
\qquad
\rho_0\approx\frac{2\gamma}{\Phi(0)}\,a=\frac{12\gamma}{\langle|\varepsilon|\rangle}\,a . \tag{7}
\]

**Numbers.** Solving the DMFT equations for the cubic lattice gives \(\operatorname{Im}\Sigma(0)=-0.126\) eV (\(-0.0046\) hartree). Equation (6) then gives \(\sigma_0=0.326\,e^2/(\hbar a)\), so
\[
\rho_0=\frac{164.33}{0.326}\ \text{μΩ cm}\approx504\ \text{μΩ cm},
\]
or 23.2 atomic units. The lower bound is 66 μΩ cm. With \(\langle|\varepsilon|\rangle=0.501\) eV, formula (7) gives \(12\times0.1261/0.5012=3.02\) units of \(\hbar a/e^2\), or 496 μΩ cm, which is 1.6% below the value from (6). The scattering is nevertheless not weak in space: the root-mean-square Fermi velocity times \(\tau=1/(2\gamma)\) gives a mean free path of only about \(2.6a\).

At 100 K and 300 K the computed resistivities are 504.0 and 503.6 μΩ cm, against 504.1 at zero temperature. The small change comes from thermal averaging over \(\omega\), since \(\Sigma(\omega)\) itself is fixed. These values assume that the \(f\) configuration stays random; both temperatures lie below the ordering instability discussed at the end.

## Comparing the estimate with the solution

The estimated resistivity, 516 μΩ cm, is within 3% of the DMFT value, but this closeness comes from compensating errors.

- The true bare density of states at the cubic band centre is 0.571 eV\(^{-1}\), not 0.33. This raises the golden-rule \(\gamma\) from 0.065 to 0.112 eV, but \(N_0\) cancels in the resistivity.
- The mean square velocity at the Fermi energy is \(\Phi(0)/N_0=0.0835/0.571=0.146\) eV\(^2\) in units of \(a^2\), or \(2.34t^2\) instead of \(2t^2\). This lowers the resistivity to \(516\times2/2.34\approx441\) μΩ cm.
- The DMFT rate exceeds the golden-rule rate by a factor \(0.1261/0.1121=1.125\), which brings the result back up to 496 μΩ cm.

At \(U=0.25\) eV the last factor is only 1.03. The DMFT resistivity is then 113 μΩ cm, and the estimate, a quarter of 516, is 129 μΩ cm. The velocity error is no longer compensated.

The Bethe lattice shows how the \(U^2\) law fails. By (5), at half filling the ratio of the DMFT rate to the golden-rule rate is \(1/\sqrt{1-U^2/(4t_B^2)}\). For \(t_B=0.50\) eV:

| \(U\) (eV) | golden rule \(\gamma\) (eV) | DMFT \(\gamma\) (eV) |
|---|---|---|
| 0.20 | 0.020 | 0.020 |
| 0.50 | 0.125 | 0.144 |
| 0.80 | 0.320 | 0.533 |
| 0.95 | 0.451 | 1.445 |

As \(U\to2t_B\), \(\gamma\) diverges while \(N(0)=s/(\pi t_B^2)\) goes to zero: the metal disappears as a gap opens.

The factor \(w_0w_1\) is also a weak-coupling statement. With \(U=0.50\) eV and \(\mu=w_1U\), the golden rule gives 0.045 eV at \(w_1=0.10\), but DMFT gives 0.027 eV. Here \(x-w_0U=(w_1-w_0)U-t_B^2G\), whose real part is not small. Keeping the bare value \(G=-i/t_B\) in it,
\[
\gamma\approx\frac{w_0w_1U^2\,t_B}{t_B^2+(w_0-w_1)^2U^2}
=\frac{0.09\times0.25\times0.5}{0.25+0.16}\ \text{eV}\approx0.027\ \text{eV},
\]
which accounts for the reduction. Away from the band centre, (3) gives a relative correction \(2(w_0-w_1)U\operatorname{Re}G_0\), linear in \(U\) and zero at \(w_1=1/2\). On the Bethe lattice with \(t_B=0.50\) eV and \(\tilde\mu=0.25\) eV, \(\operatorname{Re}G_0=\tilde\mu/(2t_B^2)=0.5\) eV\(^{-1}\), so at \(U=0.01\) eV this correction is \((w_0-w_1)\times1\%\). The computed excesses over the leading law are 0.78%, 0.49% and 0.00% for \(w_1=0.10\), 0.25 and 0.50, close to the predicted 0.80%, 0.50% and 0, with a remainder of order \(U^2\).

DMFT is itself an approximation in three dimensions. In the numerical check, random clusters of 1728 sites, solved without it, give \(\gamma=0.125\) eV and \(\sigma=0.308\,e^2/(\hbar a)\). DMFT with the same level broadening and the same \(\mathbf k\) grid gives 0.126 eV and 0.300. For these three clusters the differences are below 1% and about 3%. From one cluster to the next \(\gamma\) scatters by 1 to 2% and \(\sigma\) by about 3%. The conductivities also depend on the small grid: at this broadening, 0.025 eV, DMFT gives 0.300 with periodic boundaries, 0.264 with antiperiodic ones and 0.278 on the infinite lattice. Clusters with either boundary condition lie 3 to 5% above the matching DMFT conductivity. The comparison shows agreement to about 5% at equal size and broadening, and it does not test the unbroadened value 0.326.

The conclusions also rest on the state assumed. The homogeneous phase keeps its random \(f\) configuration, and hence a configurational entropy, down to \(T=0\). If the \(f\) electrons can rearrange, an ordered or phase-separated state can replace it on cooling. For the half-filled cubic case of (b) this does happen. DMFT on two sublattices makes the homogeneous phase unstable to checkerboard order of the \(f\) electrons below about 390 K, a mean-field estimate, and at 100 K the order is essentially complete. A fully ordered checkerboard is a staggered potential \(\pm U/2\), with bands \(\pm\sqrt{\varepsilon_{\mathbf k}^2+U^2/4}\) and a gap \(U\) at the Fermi level, so it is an insulator. The residual resistivity found here therefore describes a frozen random configuration, or the homogeneous phase continued below that transition, and not the equilibrium state of mobile \(f\) electrons. If the \(f\) electrons can hop or hybridize, \(n_i^f\) is no longer conserved, the two-term average for \(G\) is lost, and the argument for a finite \(\operatorname{Im}\Sigma(0)\) no longer applies.

## Computed results

```
Bethe hopping tb = 0.50 eV, coupling U = 0.50 eV
Bethe w1=0.5 U=0.20 eV: Im Sigma(0) = -0.0204 eV, weak-coupling -0.0200 eV
Bethe w1=0.5 U=0.50 eV: Im Sigma(0) = -0.1443 eV, weak-coupling -0.1250 eV
Bethe w1=0.5 U=0.80 eV: Im Sigma(0) = -0.5333 eV, weak-coupling -0.3200 eV
Bethe w1=0.5 U=0.95 eV: Im Sigma(0) = -1.4452 eV, weak-coupling -0.4512 eV
Bethe gap opens at U = 1.00 eV
Bethe mu=w1*U, w1=0.10: Im Sigma(0) = -0.0270 eV, weak-coupling -0.0450 eV
Bethe mu=w1*U, w1=0.25: Im Sigma(0) = -0.0755 eV, weak-coupling -0.0938 eV
Bethe mu=w1*U, w1=0.50: Im Sigma(0) = -0.1443 eV, weak-coupling -0.1250 eV
Ratio to weak-coupling law, U=0.01 eV, w1=0.10: 1.0078
Ratio to weak-coupling law, U=0.01 eV, w1=0.25: 1.0049
Ratio to weak-coupling law, U=0.01 eV, w1=0.50: 1.0000
Bethe w1=0.5: d Re Sigma/d omega at 0 = 0.2222
Bethe w1=0.5: formal 1/(1-slope) = 1.2857
Bethe w1=0.5: Im Sigma(omega = 0.1 eV) = -0.1411 eV
Random matrices (w1=0.25, broadening 0.1 eV): Im Sigma = -0.0844 eV
Cubic equation at the same point: Im Sigma = -0.0863 eV
Cubic: t = 0.25 eV, U = 0.50 eV, a = 4.0 angstrom, w1 = 0.5
Cubic bare density of states at centre = 0.5707 per eV per site
Cubic mean |band energy| = 0.5012 eV
Cubic Im Sigma(0) = -0.1261 eV
Cubic Im Sigma(0) = -0.00463 hartree
Cubic weak-coupling Im Sigma(0) = -0.1121 eV
Resistivity unit hbar a/e^2 = 164.33 micro-ohm cm
Residual conductivity = 0.3260 e^2/(hbar a)
Residual resistivity = 504.1 micro-ohm cm
Residual resistivity = 23.19 atomic units
Rigorous lower bound = 65.7 micro-ohm cm
Weak-scattering formula = 496.2 micro-ohm cm
Cubic U=0.25 eV: Im Sigma(0) = -0.0288 eV
Cubic U=0.25 eV: ratio to weak-coupling law = 1.0282
Cubic U=0.25 eV: resistivity = 113.4 micro-ohm cm
Cubic U=0.25 eV: ratio to weak-scattering formula = 1.0011
Resistivity at 100 K = 504.0 micro-ohm cm
Resistivity at 300 K = 503.6 micro-ohm cm
Clusters: 3 samples of 1728 sites, broadening 0.025 eV
Cluster scattering rate -Im Sigma = 0.1254 eV
DMFT at same broadening and grid = 0.1261 eV
Cluster conductivity = 0.3084 e^2/(hbar a)
DMFT at same broadening and grid = 0.2997 e^2/(hbar a)
```
